# Why Hot Solid Silicon Absorbs More Induction Power Than Its Melt

**Question.** In float-zone growth of silicon, a radio-frequency inductor heats both molten silicon and hot solid silicon. The melt is metallic, while the solid just below the melting point is still a semiconductor and conducts much less well. If the same alternating magnetic field runs along both surfaces, why does the poorer conductor take up more power per area, and by how much?

**Answer.**

**The mechanism: equal field means equal current**

A tangential magnetic field at the surface of a thick conductor fixes the total current flowing beneath that surface. Let $z$ point into the silicon, with the surface at $z=0$. Let the magnetic field be $H(z)$ along $y$, and the current density $J(z)$ along $x$. Fields are written as complex peak amplitudes multiplying $e^{i\omega t}$. Ampère's law, without displacement current, gives

$$J=-\frac{dH}{dz}.$$

Integrate from the surface, where $H=H_0$, to a depth at which the field has died away:

$$\int_0^\infty J\,dz=H(0)-H(\infty)=H_0 .$$

The current per unit width is therefore $H_0$, whatever the resistivity. The surface is driven at fixed current, and for a fixed current in a layer of fixed thickness, a larger resistance means more heat.

The layer thickness is not fixed, however. The field penetrates deeper into the poorer conductor, so the current has a larger cross-section to flow through. This partly offsets the higher resistivity, and the field equation shows how much of the advantage survives.

**From the mechanism to the surface resistance**

Take the silicon to be ohmic, non-magnetic, uniform, and much thicker than the penetration depth. Its resistivity is $\rho=1/\sigma$, and its electric field is $E=\rho J$ along $x$. The $y$ component of Faraday's law is

$$\frac{dE}{dz}=-i\omega\mu_0H .$$

Inserting $E=-\rho\,dH/dz$ and cancelling the minus signs gives

$$\frac{d^2H}{dz^2}=\frac{i\omega\mu_0}{\rho}H=p^2H .$$

Since $(1+i)^2=2i$, the root with positive real part is

$$p=\frac{1+i}{\delta},\qquad \delta=\sqrt{\frac{2\rho}{\omega\mu_0}} .$$

The length $\delta$ is the skin depth. The solution that decays inward is $H=H_0e^{-pz}$, so that

$$J=pH_0e^{-pz},\qquad |J|^2=\frac{2H_0^2}{\delta^2}e^{-2z/\delta}.$$

For peak amplitudes, the cycle-averaged heat per volume is $\rho|J|^2/2$. Integration over depth gives the power per area:

$$P=\frac{\rho}{2}\,\frac{2H_0^2}{\delta^2}\int_0^\infty e^{-2z/\delta}dz
=\frac{\rho}{2}\,\frac{2H_0^2}{\delta^2}\,\frac{\delta}{2}
=\frac12\frac{\rho}{\delta}H_0^2 .$$

The surface resistance is thus

$$R_s=\frac{\rho}{\delta}=\sqrt{\frac{\omega\mu_0\rho}{2}},\qquad P=\frac12R_sH_0^2 .$$

Resistivity enters once directly, as $\rho$, and once through the depth, as $1/\delta\propto\rho^{-1/2}$. The product grows as $\rho^{1/2}$. With subscripts s for solid and m for melt, at equal $H_0$ and $\omega$,

$$\frac{P_s}{P_m}=\sqrt{\frac{\rho_s}{\rho_m}} .$$

The heat density at the surface gives another way to see this. It is

$$\frac{\rho|J(0)|^2}{2}=\frac{\rho H_0^2}{\delta^2}=\frac{\omega\mu_0H_0^2}{2},$$

which does not contain $\rho$. Solid and melt are heated equally strongly per volume at their surfaces. The solid absorbs more per area because its heated layer is deeper, and the power ratio equals the ratio of skin depths.

**What changes if the electric field is equal**

The word "magnetic" in the question matters. At the surface,

$$Z=\frac{E(0)}{H(0)}=\rho p=(1+i)R_s .$$

If the tangential electric amplitude $E_0$ were held equal instead, then $H(0)=E_0/Z$ and

$$P=\frac12\mathrm{Re}\left(E_0\frac{E_0^*}{Z^*}\right)
=\frac{|E_0|^2}{2}\frac{\mathrm{Re}\,Z}{|Z|^2}
=\frac{|E_0|^2}{4R_s},$$

because $|Z|^2=2R_s^2$. The order is reversed: the better conductor would absorb more.

**The numbers for a float-zone frequency**

Take 2.8 MHz, a peak surface field of 10 kA/m, and rough conductivities near the melting point of $5\times10^4$ S/m for the solid and $1.2\times10^6$ S/m for the melt. Then $\omega\mu_0=22.1$ Ω/m, and

$$\delta_s=\sqrt{\frac{2}{22.1\times5\times10^4}}\ \mathrm{m}=1.35\ \mathrm{mm},\qquad
\delta_m=\sqrt{\frac{2}{22.1\times1.2\times10^6}}\ \mathrm{m}=0.275\ \mathrm{mm}.$$

The surface resistances $1/(\sigma\delta)$ are 14.9 mΩ for the solid and 3.03 mΩ for the melt. The absorbed powers are

$$P_s=\tfrac12(0.0149)(10^4)^2\ \mathrm{W/m^2}\approx74\ \mathrm{W/cm^2},\qquad
P_m\approx15\ \mathrm{W/cm^2}.$$

The resistivity ratio is 24 and the depth ratio is 4.9, so the power ratio is $24/4.9=4.9$. At equal electric field it would be $1/4.9=0.20$.

For scale, a black body at 1687 K, the melting temperature used here, emits 46 W/cm². The absorbed powers scale as $H_0^2$, while their ratio does not depend on $H_0$.

**When the body is not thick**

Consider a long rod of radius $a$ in an axial field $H(r)$. A long coil with a given current per length sets the same surface field for any rod material, because no current flows in the gap between coil and rod. Inside, the azimuthal electric field is $E_\phi=-\rho\,dH/dr$, and Faraday's law gives

$$\frac1r\frac{d}{dr}\left(r\frac{dH}{dr}\right)=p^2H .$$

The solution that is finite on the axis is $H=H_0I_0(pr)/I_0(pa)$, where $I_n$ are modified Bessel functions. The inward power flow is $\frac12\mathrm{Re}(-E_\phi H^*)$, so the surface impedance is

$$Z=\rho\frac{H'(a)}{H(a)}=\rho p\frac{I_1(pa)}{I_0(pa)} .$$

For $\delta\ll a$, put $y=H'/H$. The field equation becomes $y'+y^2+y/r=p^2$. With $y=p+c$ and $c$ small, the leading correction obeys $2pc+p/r=0$, so $c=-1/(2a)$ at the surface. Hence

$$R=R_s-\frac{\rho}{2a}=R_s\left(1-\frac{\delta}{2a}\right).$$

For a solid rod of radius 50 mm at 2.8 MHz, this is a reduction of about 1.35%.

For $\delta\gg a$, the field is nearly uniform. Faraday's law around a circle gives $2\pi r|E_\phi|=\omega\mu_0H_0\pi r^2$, or $|E_\phi|=\omega\mu_0H_0r/2$. The heat per rod length, divided by the circumference, is

$$P=\frac{1}{2\pi a}\int_0^a\frac{\sigma}{2}\frac{(\omega\mu_0H_0r)^2}{4}\,2\pi r\,dr
=\frac{\sigma(\omega\mu_0)^2a^3}{32}H_0^2 .$$

Comparison with $P=RH_0^2/2$ gives $R=\sigma(\omega\mu_0)^2a^3/16$. Now the better conductor absorbs more. The induced voltage is set by the nearly undisturbed field, and the current follows the conductivity.

There must be a frequency at which the two rods absorb equally. Solving for equal real parts of the Bessel-function impedance gives 1.7 kHz for the 50 mm radius. There the solid has $a/\delta=0.92$, so it is no longer thick, while the melt still has $a/\delta=4.5$. The frequency of 2.8 MHz lies far above this crossover.

**Why pure solid silicon must be hot**

Keep 2.8 MHz and the 50 mm rod, and lower the conductivity of the solid, as cooling does in pure silicon. At first the absorption rises, since $R_s\propto\sigma^{-1/2}$. Once the skin depth becomes comparable with the radius, the rise ends. A numerical maximization of the rod formula puts the peak at 114 S/m, where $a/\delta=1.8$ and $R=209$ mΩ. Well below this conductivity, absorption falls in proportion to $\sigma$.

It drops to the value for a molten rod of the same radius, 3.03 mΩ, when

$$\sigma=\frac{16R}{(\omega\mu_0)^2a^3}
=\frac{16\times3.03\times10^{-3}}{(22.1)^2(0.050)^3}\ \mathrm{S/m}\approx0.79\ \mathrm{S/m}.$$

This corresponds to about 126 Ω cm. A cold rod with a higher resistivity absorbs less than the melt at the same field. At this threshold the skin depth is about 0.34 m, far larger than the radius, so the solid can absorb more than the melt even without a strong skin effect. The square-root ratio, however, requires a solid hot enough for its skin depth to be much smaller than the radius.

**What a thin melt film does**

When the solid surface begins to melt, the current meets a film of melt of thickness $d$ first. Inside the film, write

$$H=A\cosh[p_m(d-z)]+B\sinh[p_m(d-z)].$$

At $z=d$ this gives $H=A$ and $E=-\rho_mH'=Z_mB$. Both tangential fields are continuous, so $E/H=Z_s$ there and $B=AZ_s/Z_m$. Evaluating $E/H$ at $z=0$, and dividing numerator and denominator by $\cosh(p_md)$, yields

$$Z=Z_m\frac{Z_s+Z_mt}{Z_m+Z_st},\qquad t=\tanh(p_md).$$

For a film much thinner than both skin depths, $t\approx p_md$. Then $Z_mt=i\omega\mu_0d$ is negligible beside $Z_s$, and $Z_st/Z_m=\sigma_mdZ_s$. This leaves

$$\frac1Z\approx\frac1{Z_s}+\sigma_md .$$

The film acts as a conducting sheet in parallel with the solid. It matters once $\sigma_md$ is comparable with $1/|Z_s|=\sigma_s\delta_s/\sqrt2$, which means $d\approx0.04$ mm here.

The full formula gives a resistance halfway between the solid and melt values at $d=0.058$ mm. At 0.1 mm the absorption is 2.1 times that of deep melt, and at 0.3 mm it exceeds it by 2%. A film about one melt skin depth thick has thus removed nearly all of the solid's excess absorption. Slightly thicker films even absorb a little less than deep melt, by up to about 6% near 0.43 mm, before the deep-melt value is reached.

**How equal is the field under a real inductor?**

The inputs are rough values for float-zone silicon, with a frequency in its usual MHz range. Because the ratio depends on a square root, a 20% error in the conductivity ratio shifts the power ratio by about 10%. A real inductor also disturbs the equality of the surface fields. An inductor carries a given current, and the field at the silicon depends on how deeply the silicon lets it in, compared with the distance to the inductor.

A straight wire with peak current $I$ along $x$, at height $h$ above a flat surface, shows the size of this effect. Resolve the vector potential into waves $e^{iky}$. For $k>0$, between wire and surface,

$$A=\frac{\mu_0I}{2k}e^{-kh}\left(e^{-kz}+re^{kz}\right).$$

In the silicon $A=A_0e^{-qz}$, with $q^2=k^2+p^2$. Continuity of $A$ and $dA/dz$ requires $k(1-r)=q(1+r)$, so $1+r=2k/(k+q)$ and

$$A_0=\frac{\mu_0Ie^{-kh}}{k+q},\qquad H=\frac{1}{\mu_0}\frac{dA}{dz}=-\frac{qA_0}{\mu_0}=-\frac{Ie^{-kh}q}{k+q}.$$

The overall minus sign does not affect the power and is dropped from here on. Directly under the wire, summing positive and negative $k$ gives

$$H=\frac{I}{\pi}\int_0^\infty e^{-kh}\frac{q}{k+q}\,dk .$$

The important $k$ are of order $1/h$. When $\delta\ll h$, $q\approx p$ and $q/(k+q)\approx1-k/p$, so

$$H\approx\frac{I}{\pi h}\left(1-\frac1{ph}\right).$$

The electric field $i\omega A_0$, up to the same sign, acquires the same factor. Since $1/p=(1-i)\delta/2$, the local power is multiplied by

$$\left|1-\frac1{ph}\right|^2\approx1-\frac{\delta}{h}.$$

For $h=10$ mm this factor is 0.87 for the solid and 0.97 for the melt. Directly under the wire, numerical quadrature of the full integrals gives a power ratio of 4.4 at equal inductor current, instead of 4.9 at equal surface field. For the power summed over the whole surface, the ratio is 4.6. A real inductor has a different shape, so this is an estimate of size. A closer inductor makes the correction larger. In the same wire model, the ratios for the power entering directly under the wire and for the whole surface are 3.9 and 4.4 at $h=5$ mm, and 3.4 and 4.1 at $h=3$ mm. At such gaps $\delta_s/h$ is no longer small, so the full integrals must replace the factor $1-\delta/h$.

**Smaller corrections in the hot solid**

The temperature of the solid, and with it the resistivity, varies with depth. Suppose first that the surface is at the melting point and that heat flows inward from it, so that the solid is colder and more resistive inside. Write $\rho=\rho_0(1+gz)$, and let $Z(z)=E/H$ at depth $z$. Faraday's and Ampère's laws give

$$\frac{dZ}{dz}=-i\omega\mu_0+\frac{Z^2}{\rho}.$$

For a slow variation, set $Z=\sqrt{i\omega\mu_0\rho}+c$. At the surface, with $Z_0=\sqrt{i\omega\mu_0\rho_0}$, the left side is $gZ_0/2$ and the right side is $2Z_0c/\rho_0$. Thus $c=g\rho_0/4$, which is real, and

$$R\approx R_s\left(1+\frac{g\delta}{4}\right).$$

To overestimate the effect, let all 74 W/cm² enter at the surface and flow inward through a thermal conductivity of roughly 22 W/(m K). The gradient is then 34 K/mm, or 45 K over one skin depth. With $\sigma\propto e^{-E_g/(2k_BT)}$ and a rough $E_g=1.2$ eV, $g\delta=0.11$. The resistance then rises by 2.8%. The real change is smaller, because the heat is released over the skin depth and the surface loses part of it by radiation. Radiation can even leave the solid slightly hotter just below the surface than at it, so the sign of this small correction depends on the heat balance.

The other assumptions are safer. With a relative permittivity of about 12, displacement current is $4\times10^{-8}$ of the conduction current in the hot solid. For a rough mobility of 100 cm²/(V s) and a carrier mass of 0.3 electron masses, the relaxation time $\tau=\mu m/e$ gives $\omega\tau=3\times10^{-7}$. The mean free path, taken as $\tau\sqrt{3k_BT/m}$, is $6\times10^{-6}$ of the skin depth. Local Ohm's law is therefore adequate at this frequency.

Numbers in the example were calculated in double precision.
